**Sampling error of the disorder broadening from ten amorphous-cell gaps**

For n independent Gaussian gaps with true standard deviation σ, the sample value s has a first-order relative error 1/√(2(n−1)), which is 0.236 for n = 10. The program asserts that this formula, the exact mean and scatter of s, and the coverage of the 95 percent interval agree with direct sampling within stated tolerances. It also asserts the chance of wrong ordering and the power of the variance-ratio test against sampled pairs of ensembles. With ten cells per recipe, an observed ratio of broadenings must exceed about 2.01, or fall below its reciprocal, to be significant at the two-sided 5 percent level. A true ratio of 1.2 needs 239 cells per recipe for 80 percent power. Further assertions cover excess kurtosis, correlated pairs of cells and added independent noise. All gaps are synthetic; the HfO₂ composition enters through a crude model of extreme site levels, and no electronic structure is computed.

## Verification by program

```python
"""
Result under test: for n independent Gaussian gaps, the sample standard
deviation s has relative standard error close to 1/sqrt(2(n-1)), about
24 percent for n = 10. Two such ensembles resolve only large ratios of
disorder broadening.
Symbols: n = cells per ensemble, sigma = true broadening (eV), s = sample
broadening with divisor n-1, c = mean(s)/sigma, r = true broadening ratio,
kappa = excess kurtosis of the gap distribution.
The gaps are synthetic model data, not electronic-structure results.
"""
import numpy as np
from scipy import stats
from scipy.integrate import quad
from scipy.special import gammaln

rng = np.random.default_rng(2024)
n = 10
mean_gap, sigma_a, sigma_b = 5.6, 0.15, 0.18
ratio = sigma_b / sigma_a


def first_order_error(size):
    return 1 / np.sqrt(2 * (size - 1))


def mean_factor(size):
    return np.sqrt(2 / (size - 1)) * np.exp(
        gammaln(size / 2) - gammaln((size - 1) / 2))


def critical_f(size):
    return stats.f.ppf(0.975, size - 1, size - 1)


def power(size, r):
    fc, nu = critical_f(size), size - 1
    return (stats.f.sf(fc / r**2, nu, nu)
            + stats.f.cdf(1 / (fc * r**2), nu, nu))


def cells_needed(r):
    size = 3
    while power(size, r) < 0.80:
        size += 1
    return size


def cells_estimate(r):
    z_sum = stats.norm.ppf(0.975) + stats.norm.ppf(0.80)
    return 1 + (z_sum / np.log(r))**2


# Helmert combinations: orthonormal, and they carry the whole scatter.
helmert = np.zeros((n - 1, n))
for k in range(1, n):
    helmert[k - 1, :k] = 1 / np.sqrt(k * (k + 1))
    helmert[k - 1, k] = -k / np.sqrt(k * (k + 1))
trial = rng.normal(mean_gap, sigma_a, n)
assert np.allclose(helmert @ helmert.T, np.eye(n - 1), atol=1e-12)
assert np.isclose(np.sum((helmert @ trial)**2),
                  np.sum((trial - trial.mean())**2), rtol=1e-9)

# Direct sampling of many ten-cell ensembles against the error formulas.
trials = 200_000
s_a = rng.normal(mean_gap, sigma_a, (trials, n)).std(axis=1, ddof=1)
s_b = rng.normal(mean_gap, sigma_b, (trials, n)).std(axis=1, ddof=1)
c = mean_factor(n)
sd_over_sigma = np.sqrt(1 - c**2)
sd_over_mean = sd_over_sigma / c
sampled_error = s_a.std() / s_a.mean()
assert abs(np.var(s_a**2) / (2 * sigma_a**4 / (n - 1)) - 1) < 0.025
assert abs(s_a.mean() / sigma_a - c) < 0.003
assert abs(s_a.std() / sigma_a - sd_over_sigma) < 0.003
assert abs(sampled_error - sd_over_mean) < 0.003
assert abs(first_order_error(n) / sampled_error - 1) < 0.03

# Mean of s from the radial Gaussian integral in n-1 dimensions.
top = quad(lambda x: x**(n - 1) * np.exp(-x*x/2), 0, 30, points=[3])[0]
bottom = quad(lambda x: x**(n - 2) * np.exp(-x*x/2), 0, 30, points=[3])[0]
assert abs(top / bottom / np.sqrt(n - 1) - c) < 1e-7

# Coverage of the interval for sigma.
low_factor = np.sqrt((n - 1) / stats.chi2.ppf(0.975, n - 1))
high_factor = np.sqrt((n - 1) / stats.chi2.ppf(0.025, n - 1))
coverage = np.mean((low_factor * s_a < sigma_a)
                   & (sigma_a < high_factor * s_a))
assert abs(coverage - 0.95) < 0.004

# Comparison of two ensembles: error of the log ratio, order and power.
log_error = np.std(np.log(s_b / s_a))
log_error_estimate = 1 / np.sqrt(n - 1)
assert abs(log_error_estimate / log_error - 1) < 0.08
wrong_order = stats.f.cdf(1 / ratio**2, n - 1, n - 1)
assert abs(np.mean(s_b < s_a) - wrong_order) < 0.006
critical_ratio = np.sqrt(critical_f(n))
for true_ratio in (1.0, ratio, 3.0):
    observed = (s_b / sigma_b) / (s_a / sigma_a) * true_ratio
    hits = np.mean((observed > critical_ratio)
                   | (observed < 1 / critical_ratio))
    assert abs(hits - power(n, true_ratio)) < 0.006

n_needed = cells_needed(ratio)
big_a = rng.normal(0, sigma_a, (10_000, n_needed)).std(axis=1, ddof=1)
big_b = rng.normal(0, sigma_b, (10_000, n_needed)).std(axis=1, ddof=1)
limit = np.sqrt(critical_f(n_needed))
big_hits = np.mean((big_b / big_a > limit) | (big_b / big_a < 1 / limit))
assert abs(big_hits - 0.80) < 0.025
for r in (ratio, 1.5, 2.0):
    assert abs(cells_estimate(r) - cells_needed(r)) < 3

# Ensemble size for a wanted precision, checked with the exact scatter.
precision_sizes = {}
for eps in (0.10, 0.05):
    size = int(round(1 + 1 / (2 * eps**2)))
    precision_sizes[eps] = size
    exact = np.sqrt(1 - mean_factor(size)**2) / mean_factor(size)
    assert abs(exact / eps - 1) < 0.01


# Extreme-level model of the gap: site levels of unit width.
def extreme_moments(sites):
    x = np.linspace(-10, 10, 20_001)
    weight = sites * stats.norm.pdf(x) * stats.norm.cdf(x)**(sites - 1)
    weight /= weight.sum()
    centre = np.sum(weight * x)
    variance = np.sum(weight * (x - centre)**2)
    fourth = np.sum(weight * (x - centre)**4) - 3 * variance**2
    return variance, fourth


def gap_shape(hf_sites, o_sites):
    v1, q1 = extreme_moments(hf_sites)
    v2, q2 = extreme_moments(o_sites)
    return np.sqrt(v1 + v2), (q1 + q2) / (v1 + v2)**2


hf_sites, o_sites = 32, 64
unit_sd, kappa = gap_shape(hf_sites, o_sites)
double_sd, _ = gap_shape(2 * hf_sites, 2 * o_sites)
variances, all_gaps = [], []
for _ in range(5):
    conduction = rng.standard_normal((200_000, hf_sites)).min(axis=1)
    valence = rng.standard_normal((200_000, o_sites)).max(axis=1)
    gaps = conduction - valence
    all_gaps.append(gaps)
    variances.append(gaps.reshape(-1, n).var(axis=1, ddof=1))
variances = np.concatenate(variances)
sampled_var = variances.var() / unit_sd**4
kurtosis_var = 2 / (n - 1) + kappa / n
assert abs(np.concatenate(all_gaps).std() / unit_sd - 1) < 0.005
assert abs(sampled_var / kurtosis_var - 1) < 0.04
assert abs(sampled_var - kurtosis_var) < abs(sampled_var - 2 / (n - 1))
kurtosis_error = 0.5 * np.sqrt(kurtosis_var)

# Five melts, two snapshots from each, correlated within a melt.
rho = 0.5
cov = np.kron(np.eye(n // 2), np.array([[1, rho], [rho, 1]]))
centring = np.eye(n) - np.ones((n, n)) / n
pc = centring @ cov
corr_error_s2 = np.sqrt(2 * np.trace(pc @ pc)) / np.trace(pc)
corr_mean_s2 = np.trace(pc) / (n - 1)
linked = rng.standard_normal((trials, n)) @ np.linalg.cholesky(cov).T
linked_s2 = linked.var(axis=1, ddof=1)
assert abs(linked_s2.mean() / corr_mean_s2 - 1) < 0.01
assert abs(linked_s2.std() / linked_s2.mean() / corr_error_s2 - 1) < 0.02

# Independent noise broadens the observed distribution.
thermal, numerical = 0.05, 0.02
with_thermal = np.hypot(sigma_a, thermal)
with_numerical = np.hypot(sigma_a, numerical)
for noise, total in ((thermal, with_thermal), (numerical, with_numerical)):
    noisy = rng.normal(0, sigma_a, 1_000_000) + rng.normal(0, noise, 1_000_000)
    assert abs(noisy.std() / total - 1) < 0.005

# One synthetic ensemble per recipe, rounded as a reader would record it.
example_rng = np.random.default_rng(10)
gaps_a = np.round(example_rng.normal(mean_gap, sigma_a, n), 2)
gaps_b = np.round(example_rng.normal(mean_gap, sigma_b, n), 2)
example_a, example_b = gaps_a.std(ddof=1), gaps_b.std(ddof=1)
f_value = (example_b / example_a)**2
p_value = 2 * min(stats.f.sf(f_value, n - 1, n - 1),
                  stats.f.cdf(f_value, n - 1, n - 1))

print(f"cells per ensemble: {n}")
print(f"model mean gap: {mean_gap:.2f} eV")
print(f"true broadening A, B: {sigma_a:.3f}, {sigma_b:.3f} eV")
print(f"true ratio B/A: {ratio:.3f}")
print(f"relative error of s^2: {np.sqrt(2/(n-1)):.4f}")
print(f"first-order relative error of s: {first_order_error(n):.4f}")
print(f"c = mean(s)/sigma: {c:.4f}")
print(f"exact sd(s)/sigma: {sd_over_sigma:.4f}")
print(f"exact sd(s)/mean(s): {sd_over_mean:.4f}")
print(f"sampled sd(s)/mean(s): {sampled_error:.4f}")
print(f"first-order error of s for A: {sigma_a*first_order_error(n):.4f} eV")
print(f"error of mean gap for A: {sigma_a/np.sqrt(n):.4f} eV")
print(f"95% interval factors on s: {low_factor:.3f}, {high_factor:.3f}")
print(f"sampled interval coverage: {coverage:.3f}")
print("gaps A (eV):", " ".join(f"{g:.2f}" for g in gaps_a))
print("gaps B (eV):", " ".join(f"{g:.2f}" for g in gaps_b))
print(f"sample mean A, B: {gaps_a.mean():.3f}, {gaps_b.mean():.3f} eV")
print(f"sum of squared deviations A: {np.sum((gaps_a-gaps_a.mean())**2):.5f} eV^2")
print(f"sum of squared deviations B: {np.sum((gaps_b-gaps_b.mean())**2):.5f} eV^2")
print(f"sample s for A, B: {example_a:.4f}, {example_b:.4f} eV")
for name, s in (("A", example_a), ("B", example_b)):
    print(f"95% interval {name}: {low_factor*s:.3f} to {high_factor*s:.3f} eV")
print(f"sample ratio B/A: {example_b/example_a:.3f}")
print(f"two-sided p-value: {p_value:.3f}")
print(f"log-ratio error, estimate: {log_error_estimate:.4f}")
print(f"log-ratio error, sampled: {log_error:.4f}")
print(f"critical F, n=10: {critical_f(n):.3f}")
print(f"critical broadening ratio, n=10: {critical_ratio:.3f}")
print(f"chance of wrong order, n=10: {wrong_order:.3f}")
for r in (ratio, 1.5, 2.0, 3.0):
    print(f"power at n=10, true ratio {r:.1f}: {power(n, r):.3f}")
for r in (ratio, 1.5, 2.0):
    print(f"cells each for 80% power, ratio {r:.1f}: {cells_needed(r)}"
          f" (estimate {cells_estimate(r):.1f})")
print(f"sampled power at n={n_needed}, ratio {ratio:.1f}: {big_hits:.3f}")
for eps, size in precision_sizes.items():
    print(f"cells for {100*eps:.0f}% error of s: {size}")
print(f"Hf and O sites in model cell: {hf_sites}, {o_sites}")
print(f"site-level width giving sigma A: {sigma_a/unit_sd:.3f} eV")
print(f"excess kurtosis of extreme-level gap: {kappa:.3f}")
print(f"error of s with this kurtosis: {kurtosis_error:.4f}")
print(f"broadening ratio, doubled/original cell: {double_sd/unit_sd:.4f}")
print(f"chosen correlation within melt pairs: {rho:.2f}")
print(f"mean s^2/sigma^2 with melt pairs: {corr_mean_s2:.4f}")
print(f"first-order error of s with melt pairs: {corr_error_s2/2:.4f}")
print(f"chosen thermal, numerical noise: {thermal:.3f}, {numerical:.3f} eV")
print(f"broadening A with thermal noise: {with_thermal:.4f} eV")
print(f"broadening A with numerical noise: {with_numerical:.4f} eV")
print("all assertions hold")
```

Running it gives:

```
cells per ensemble: 10
model mean gap: 5.60 eV
true broadening A, B: 0.150, 0.180 eV
true ratio B/A: 1.200
relative error of s^2: 0.4714
first-order relative error of s: 0.2357
c = mean(s)/sigma: 0.9727
exact sd(s)/sigma: 0.2322
exact sd(s)/mean(s): 0.2388
sampled sd(s)/mean(s): 0.2390
first-order error of s for A: 0.0354 eV
error of mean gap for A: 0.0474 eV
95% interval factors on s: 0.688, 1.826
sampled interval coverage: 0.949
gaps A (eV): 5.43 5.49 5.48 5.64 5.56 5.62 5.73 5.73 5.67 5.53
gaps B (eV): 5.46 5.45 5.54 5.59 5.42 5.40 5.66 5.27 5.57 5.68
sample mean A, B: 5.588, 5.504 eV
sum of squared deviations A: 0.10116 eV^2
sum of squared deviations B: 0.14584 eV^2
sample s for A, B: 0.1060, 0.1273 eV
95% interval A: 0.073 to 0.194 eV
95% interval B: 0.088 to 0.232 eV
sample ratio B/A: 1.201
two-sided p-value: 0.595
log-ratio error, estimate: 0.3333
log-ratio error, sampled: 0.3529
critical F, n=10: 4.026
critical broadening ratio, n=10: 2.006
chance of wrong order, n=10: 0.298
power at n=10, true ratio 1.2: 0.078
power at n=10, true ratio 1.5: 0.201
power at n=10, true ratio 2.0: 0.496
power at n=10, true ratio 3.0: 0.877
cells each for 80% power, ratio 1.2: 239 (estimate 237.1)
cells each for 80% power, ratio 1.5: 50 (estimate 48.7)
cells each for 80% power, ratio 2.0: 19 (estimate 17.3)
sampled power at n=239, ratio 1.2: 0.804
cells for 10% error of s: 51
cells for 5% error of s: 201
Hf and O sites in model cell: 32, 64
site-level width giving sigma A: 0.225 eV
excess kurtosis of extreme-level gap: 0.309
error of s with this kurtosis: 0.2516
broadening ratio, doubled/original cell: 0.9224
chosen correlation within melt pairs: 0.50
mean s^2/sigma^2 with melt pairs: 0.9444
first-order error of s with melt pairs: 0.2663
chosen thermal, numerical noise: 0.050, 0.020 eV
broadening A with thermal noise: 0.1581 eV
broadening A with numerical noise: 0.1513 eV
all assertions hold
```
